\section*{Collisionless Planar Presheath: Solving the Tonks-Langmuir Equation for the Edge Potential}

\section{The situation and the quantity sought}

In a low-pressure etching plasma, ions are created throughout the gap between two electrodes and fall towards the surfaces. Most of the voltage to a floating surface lies across a thin charged sheath, but the nearly neutral plasma must also carry a voltage, because ions born at rest need a field to reach the sheath. For a given midplane density and electron temperature, this presheath voltage fixes the plasma density at the sheath edge. It also affects the ion current and the spread of ion impact energies.

Take a slab symmetric about the midplane $x=0$. Electrons are in Boltzmann equilibrium at temperature $T_e$, expressed as an energy. Singly charged ions of mass $M$ are born at rest and move outward without collisions. Define
\begin{equation}
\eta=-\frac{e\phi}{T_e},\qquad \eta(0)=0,\qquad n_e=n_0e^{-\eta},\qquad c_s=\sqrt{T_e/M}.
\end{equation}
The potential $\phi$ falls monotonically outward, so $\eta$ rises. Let ions be created at the rate $\nu n_0S(x)$ per volume, with $S>0$ and $S(0)=1$. For ionization proportional to electron density, $S=e^{-\eta}$ and $\nu$ is the ionization frequency per electron.

The result is that, as the ratio of Debye length to slab width tends to zero, the neutral solution ends at
\begin{equation}
\eta_s=z_s^2,\qquad 2z_sD(z_s)=1,\qquad \eta_s=0.8540,
\end{equation}
where $D(z)=e^{-z^2}\int_0^ze^{t^2}dt$ is Dawson's function. At finite Debye length the edge is a layer, and no single potential marks it.

\section{From ion motion to an Abel equation}

An ion born at potential $\eta'$ has, on reaching $\eta$, kinetic energy $Mv^2/2=T_e(\eta-\eta')$. Hence $v=\sqrt2\,c_s\sqrt{\eta-\eta'}$. Ions born in $dx'$ carry flux $\nu n_0S\,dx'$ and contribute that flux divided by $v$ to the density. With the length unit $L_0=\sqrt2\,c_s/\nu$ and $X=x/L_0$,
\begin{equation}
\frac{n_i}{n_0}=\int_0^X\frac{S(X')\,dX'}{\sqrt{\eta(X)-\eta(X')}} .
\label{density}
\end{equation}
Set $n_i=n_e$ and use $\eta'$ as the integration variable:
\begin{equation}
e^{-\eta}=\int_0^\eta\frac{G(\eta')\,d\eta'}{\sqrt{\eta-\eta'}},\qquad G=S\frac{dX}{d\eta}.
\label{abel}
\end{equation}
In this slab the source profile and the width enter only through $G$, which this equation determines by itself.

Multiply by $(y-\eta)^{-1/2}$, integrate over $0<\eta<y$ and exchange the order of integration. The inner integral is $\int_{\eta'}^y d\eta/\sqrt{(y-\eta)(\eta-\eta')}=\pi$. The flux $\Gamma(y)=\int_0^yG\,d\eta'$, in units of $\sqrt2\,n_0c_s$, therefore obeys
\begin{align}
\pi\Gamma(y)&=\int_0^y\frac{e^{-\eta}}{\sqrt{y-\eta}}\,d\eta
=2e^{-y}\int_0^{\sqrt y}e^{t^2}dt=2D(\sqrt y),
\end{align}
where $\eta=y-t^2$ was substituted. Since $D'(z)=1-2zD(z)$ and $d/d\eta=(2z)^{-1}d/dz$ for $z=\sqrt\eta$,
\begin{equation}
\Gamma=\frac2\pi D(z),\qquad G=\frac1\pi\left[\frac1z-2D(z)\right].
\label{source}
\end{equation}
Putting this $G$ back into (\ref{abel}) by quadrature at $\eta=0.05$, $0.3$, $0.6$ and $\eta_s$ leaves a largest residual of $1.1\times10^{-16}n_0$.

\section{Why the solution stops}

Because $S>0$, position advances with $\eta$ only while $G>0$. At $G=0$, $dX/d\eta=0$ and the field $d\eta/dX$ is infinite. The condition is $D'(z)=0$. At any such point $D''=-2D-2zD'=-2D<0$, so every stationary point is a maximum and there can be only one. Its position is $z_s=0.92414$. Beyond it, neutrality would require a negative source.

Since $D(z_s)=1/(2z_s)$, the edge flux is
\begin{equation}
\Gamma_s=\frac1{\pi z_s}=0.3444,\qquad
\frac{\Gamma_{\rm phys}}{n_0c_s}=\frac{\sqrt2}{\pi z_s}=0.487.
\end{equation}
The edge density is $e^{-\eta_s}n_0=0.426\,n_0$, so the mean ion speed there is $0.487/0.426=1.14\,c_s$.

\subsection{Bohm condition and the cold-fluid limit}

Call the right side of (\ref{abel}) $N(\eta)$. To differentiate it safely, subtract the value at the singular end:
\begin{equation}
N=\int_0^\eta\frac{G(\eta')-G(\eta)}{\sqrt{\eta-\eta'}}d\eta'+2G(\eta)\sqrt\eta .
\end{equation}
The boundary term now vanishes and the two terms in $G'(\eta)$ cancel, leaving
\begin{equation}
N'=-\frac12\int_0^\eta\frac{G(\eta')-G(\eta)}{(\eta-\eta')^{3/2}}d\eta'+\frac{G(\eta)}{\sqrt\eta}.
\end{equation}
At the edge $G(\eta_s)=0$, while $N'=-e^{-\eta_s}$. Since $c_s^2/v^2=1/[2(\eta_s-\eta')]$, division by the density gives
\begin{equation}
c_s^2\langle v^{-2}\rangle=1,
\end{equation}
the marginal kinetic Bohm condition. Quadrature returns $1.0000000$.

Momentum balance shows how this compares with a cold fluid. Ions are born without momentum, and the electric forces on ions and electrons cancel in a neutral plasma, so $n(T_e+M\langle v^2\rangle)=n_0T_e$. A fluid with a single speed reaches $v=c_s$ at $n=n_0/2$, which gives $\eta=\ln2=0.693$. With a spread of speeds, Jensen's inequality gives $\langle v^2\rangle\ge1/\langle v^{-2}\rangle=c_s^2$, hence $n_s\le n_0/2$ and $\eta_s\ge\ln2$. The kinetic drop is larger because the ions do not share one speed.

\subsection{Width and ion energy}

For $S=e^{-\eta}$, $dX/dz=2zGe^\eta=(2/\pi)e^{z^2}(1-2zD)$. Write $F(z)=\int_0^ze^{t^2}dt=e^{z^2}D$. Integration by parts gives
\begin{equation}
\int_0^z2tF\,dt=z^2F-\int_0^zt^2e^{t^2}dt=z^2F-\tfrac12\left(ze^{z^2}-F\right),
\end{equation}
and therefore
\begin{equation}
X=\frac2\pi e^{z^2}\left[\left(\tfrac12-z^2\right)D+\tfrac z2\right],\qquad
X_s=\frac{e^{\eta_s}}{2\pi z_s}=0.4046.
\label{width}
\end{equation}
At the edge the bracket reduces to $1/(4z_s)$. Near the midplane $X\simeq2z/\pi$, so $\eta\simeq\pi^2X^2/4$. For a uniform source $X=\Gamma$, and the edge lies at $0.3444$ instead: the width depends on the profile although the drop does not.

The flux-averaged birth potential follows from another integration by parts, with $2zD=1-D'$:
\begin{equation}
\bar\eta_b=\eta_s-\frac1{\Gamma_s}\int_0^{\eta_s}\Gamma\,d\eta
=\eta_s-\frac{z_s-D(z_s)}{D(z_s)}=1-\eta_s.
\end{equation}
The average ion crossing the edge thus has energy $(2\eta_s-1)T_e=0.708\,T_e$.

\section{Scheme in potential space}

The closed form rests on a Boltzmann density and a collisionless kernel. A direct scheme does not need the inversion and can be extended. Since $G\sim1/(\pi\sqrt\eta)$ at the midplane, a uniform grid in $\eta$ is a poor choice. In $z$ the unknown $q=d\Gamma/dz=S\,dX/dz$ is smooth, and (\ref{abel}) becomes
\begin{equation}
e^{-z^2}=\int_0^z\frac{q(z')\,dz'}{\sqrt{z^2-z'^2}}.
\end{equation}
Let $z_k=k\delta$ and take $q=q_j$ in cell $j$. The kernel integrates to an arcsine, so
\begin{equation}
e^{-z_k^2}=\sum_{j=1}^kw_{kj}q_j,\qquad
w_{kj}=\arcsin\frac jk-\arcsin\frac{j-1}k .
\end{equation}
The system is triangular and each row gives one new $q_k$, assigned to the cell midpoint. The edge is the interpolated zero of $q$.

Charge exchange can be added. Let a moving ion be replaced by one at rest with constant mean free path $\lambda$, and let $\alpha=L_0/\lambda$. The birth rate becomes $S+\alpha\Gamma$, and ions from $X'$ survive to $X$ with probability $e^{-\alpha(X-X')}$. The net flux still obeys $d\Gamma/dX=S$. Now $q=(S+\alpha\Gamma)\,dX/dz$, and the unknown cell width $\Delta X$ enters its own equation. The following pseudocode takes $S=e^{-\eta}$; $\alpha=0$ is the collisionless case.

\begin{verbatim}
X = 0; Gam = 0
for k = 1, 2, ...
  w[j] = asin(j/k) - asin((j-1)/k),  j = 1..k
  zm = (k-1/2)*delta
  n = exp(-zm^2);  T = exp(-(k*delta)^2)
  M = sum_{j<k} q[j]*w[j]*exp(-alpha*(X-Xm[j]))
  dX = 0
  repeat 10 times
    qk = (T - M*exp(-alpha*dX))
         / (w[k]*exp(-alpha*dX/2))
    dX = qk*delta / (n + alpha*(Gam + n*dX/2))
  if qk <= 0
    ze = zm - delta*qk/(qk - q[k-1])
    return eta_s = ze^2, X_s = X
  q[k] = qk;  Xm[k] = X + dX/2
  X = X + dX;  Gam = Gam + n*dX
\end{verbatim}

\paragraph{Cost and accuracy.} Row $k$ needs $k$ weights, so $N=z_s/\delta$ cells cost about $N^2/2$ weight evaluations and storage of order $N$. For $\delta=0.001$ this is about $4\times10^5$ weights. The absolute errors in $\eta_s$ for $\delta=0.004$, $0.002$ and $0.001$ are $1.3\times10^{-5}$, $4.2\times10^{-6}$ and $1.4\times10^{-6}$. For these steps each halving reduces the error about threefold, an observed order near $1.6$. On coarse grids the error also depends on where the edge falls within a cell.

\paragraph{Stability.} The last weight is $w_{kk}=\arccos(1-1/k)\simeq\sqrt{2/k}$. An error $r$ in one row changes $q_k$ by $r/w_{kk}\simeq r\sqrt{k/2}$, about $21r$ at $k=924$. This mild amplification is harmless for rounding errors, but it matters if the left side is replaced by noisy data. For $\alpha>0$ each pass of the inner iteration multiplies its error by a factor estimated to be no larger than about $\alpha\sqrt{z\delta/2}$, so it converges quickly on a fine grid.

\section{Scheme in real space, with or without space charge}

A second scheme takes $S$ as a given function of $X$ or of the electron density and finds $\eta(X)$. It checks the independence of profile and can resolve the sheath. Poisson's equation $\phi''=-(e/\epsilon_0)(n_i-n_e)$ becomes
\begin{equation}
\varepsilon^2\frac{d^2\eta}{dX^2}=\frac{n_i}{n_0}-e^{-\eta},\qquad
\varepsilon=\frac{\lambda_D}{L_0},\quad
\lambda_D^2=\frac{\epsilon_0T_e}{n_0e^2}.
\end{equation}
On a grid of step $h$, let $\eta$ be linear in each cell. If $a$ and $b$ are the values of $\eta-\eta'$ at its two ends, the cell integral in (\ref{density}) is
\begin{equation}
\frac{h}{a-b}\int_b^a\frac{du}{\sqrt u}=\frac{2h}{\sqrt a+\sqrt b},
\end{equation}
multiplied by the source in that cell. If $S$ depends on the electron density, the density in the new cell is extrapolated from the two preceding nodes while the step is solved. With $d=\eta_{k+1}-\eta_k$ and $d_-=\eta_k-\eta_{k-1}$, each step solves
\begin{equation}
\frac{\varepsilon^2}{h^2}(d-d_-)-\frac{n_i(\eta_k+d)}{n_0}+e^{-\eta_k-d}=0 .
\end{equation}
Newton iteration starts from $d_-$, halved until the left side is not positive. The march begins with $\eta=aX^2$. There the ion integral is $\pi/(2\sqrt a)$, so $2\varepsilon^2a=\pi/(2\sqrt a)-1$. The cost is again quadratic in the number of steps, times the number of Newton iterations.

\paragraph{Why marching outward is possible.} Perturb the presheath by $\delta\eta\propto e^{\kappa X}$, varying fast compared with the background field $E=d\eta/dX$. Using $\int_0^\infty(1-e^{-\kappa u})u^{-3/2}du=2\sqrt{\pi\kappa}$, the ion density changes by $-S\sqrt{\pi\kappa}\,E^{-3/2}\delta\eta$. For large $|\kappa|$ this outweighs the electron response, and
\begin{equation}
\varepsilon^2\kappa^{3/2}\simeq-\sqrt\pi\,S\,E^{-3/2}.
\end{equation}
A growing mode has $|\arg\kappa|<\pi/2$, so $|\arg\kappa^{3/2}|<3\pi/4$, and the left side cannot be negative real, whereas the right side is. Well inside the presheath, this local, leading-order estimate therefore gives no rapidly growing mode. Close to the edge $E$ is large, the electron response can no longer be dropped, and the estimate does not apply. Nor is it a proof for the discrete scheme.

\paragraph{Profile independence.} With $\varepsilon=0$ and $h=2\times10^{-4}$ held fixed, the sources $e^{-\eta}$, $1$ and $1+10X^2$ give drops of $0.8539$, $0.8539$ and $0.8515$, and edge fluxes of $0.3444$, $0.3442$ and $0.3440$. The edge positions differ widely: $0.404$, $0.344$ and $0.275$. The third drop is 0.3\% below the closed form; the part due to step size and the part due to extrapolation were not separated.

\section{Failure modes}

\textbf{Continuing past the edge.} After $q$ changes sign, the potential-space scheme still returns numbers, but they mean negative cell widths. In real space with $\varepsilon=0$ the step equation loses its root, and the march must stop there.

\textbf{Reading the edge from the last node.} Differentiating $dX/dz$ at $z_s$ gives $-(4/\pi)e^{\eta_s}D(z_s)=-4X_s$ for $S=e^{-\eta}$. Hence
\begin{equation}
X_s-X\simeq2X_s(z_s-z)^2 .
\end{equation}
A node $2\times10^{-4}$ short of the edge has $z_s-z\simeq0.016$, and its potential is low by about $2z_s\times0.016=0.03$. The real-space drops quoted above instead extrapolate the smooth function $dX/dz$ to zero by a cubic fit.

\textbf{Expecting a sharp edge at finite $\varepsilon$.} Let the transition layer have width $B$ and potential scale $A$. The square-root edge gives $B\sim A^2$. Ions born inside the layer contribute a density of order $B/\sqrt A\sim A^{3/2}$, which space charge $\varepsilon^2A/B^2\sim\varepsilon^2A^{-3}$ must balance. Thus
\begin{equation}
A\sim\varepsilon^{4/9},\qquad B\sim\varepsilon^{8/9}.
\end{equation}
The approach to the limit is slow. For $\varepsilon=9.32\times10^{-3}$, $2.33\times10^{-3}$ and $5.82\times10^{-4}$, the Poisson march gives $\eta(X_s)=0.693$, $0.763$ and $0.803$. The deficits from $0.854$ are $0.161$, $0.091$ and $0.051$, falling by about $1.8$ for each fourfold reduction of $\varepsilon$; the scaling predicts $4^{4/9}=1.85$. These values use the step $h=\varepsilon/8$, which leaves the first about $0.002$ and the second about $0.001$ too high. Deep in the plasma the correction is invisible: at $X_s/2$ and the smallest $\varepsilon$, both solutions give $0.10879$.

\section{An argon slab in the regime of an etcher}

Choose $T_e=6$ eV, $n_0=10^{11}$ cm$^{-3}$ and $4$ cm from midplane to plasma edge, with argon at $0.5$ mTorr and $300$ K. Then $c_s=3.807$ km/s and $\lambda_D=57.6\ \mu$m. Equation (\ref{width}) gives $L_0=4/0.40456=9.89$ cm. The presheath drop and ion current density are
\begin{align}
\Delta\phi&=0.8540\times6=5.12\ {\rm V},\\
J&=0.487\,e n_0c_s=2.97\ {\rm mA/cm^2}.
\end{align}
Steady state requires $\nu=\sqrt2\,c_s/L_0=5.45\times10^4$ s$^{-1}$. Division by the gas density $1.61\times10^{13}$ cm$^{-3}$ gives an ionization rate coefficient of $3.4\times10^{-9}$ cm$^3$/s.

At a floating wall, if the electron tail stays Maxwellian, the electron flux $n_0e^{-\eta_w}\sqrt{T_e/(2\pi m_e)}$ equals the ion flux, so
\begin{equation}
\eta_w=\ln\frac{\sqrt{M/(2\pi m_e)}}{\Gamma_{\rm phys}/(n_0c_s)}=5.398 .
\end{equation}
The wall lies $5.398\times6=32.4$ V below the midplane, of which $27.3$ V is beyond the plasma edge. Without collisions, and neglecting ions born beyond the plasma edge, ions strike with energies from $27.3$ to $32.4$ eV; the spread is $\eta_sT_e$. Their mean is $(5.398-0.146)\times6=31.5$ eV. The Poisson march places the wall about $0.95$ mm, or $16$ to $17$ Debye lengths, beyond the ideal edge, at $\eta=5.391$; the step $h=\varepsilon/8$ gives $0.94$ mm, about $0.015$ mm short of the step-converged distance.

These inputs are rough values for a low-pressure electron-cyclotron-resonance etcher, and the electron temperature is towards the high side for etching plasmas in general. Of the corrections considered here, charge exchange and ion--ion collisions matter most, and they act in opposite directions. A rough charge-exchange cross-section of $5\times10^{-15}$ cm$^2$ gives $\lambda=12.4$ cm and a half-width of $0.322\lambda$. With half-width and $\lambda$ held fixed, the drop rises to $0.924\,T_e/e$, an increase of $0.42$ V or 8\%; the real-space scheme gives $0.923$. Finite Debye length acts the other way on the potential at the ideal edge, by $0.051\times6=0.3$ V. The lost electron tail removes about $0.13\%$ of the edge density if the tail is refilled between one wall and the other, and twice that if it is not. Refilling is an assumption here: at this pressure most electrons near $30$ eV cross the slab without a collision. A depleted tail would also lower the floating-wall voltage. The gas temperature is $0.4\%$ of $T_e$, which suggests a small effect but does not compute it. Ion--ion Coulomb collisions are not included, and at this density they are not negligible: because the ions differ little in speed, a standard estimate puts their collision rate above the ionization frequency through much of the presheath. They conserve the total ion momentum but change the spread of speeds on which the drop depends. In the extreme limit of isotropic Maxwellian ions without heat flux, momentum and energy balance end at $\eta_s=0.734$, which is $0.72$ V below the collisionless drop and a larger shift than that from charge exchange; how much of it is realized at this collision rate is not computed. So $5.12$ V is the value of the collisionless model rather than a prediction for a real discharge. Magnetic fields, secondary electrons and sideways losses are omitted. So is radio-frequency bias, which can dominate the impact energy at a wafer; the $32$ V describes a floating wall only.

The complete values are in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
edge root z_s = 0.924139; drop eta_s = 0.854033 Te/e
edge density = 0.42569 n0
edge flux = 0.34444 sqrt(2) n0 c_s = 0.48711 n0 c_s
mean edge speed = 1.14427 c_s
edge position, source ~ n_e: 0.40456 L0
Bohm integral c_s^2 <v^-2> = 1.0000000
largest residual of integral equation = 1.1e-16 n0
mean birth potential: formula 0.14597, direct 0.14597 Te/e
mean ion energy at edge = 0.70807 Te
direct solve, z step 0.0040: eta_s = 0.854046, error 1.3e-05
direct solve, z step 0.0020: eta_s = 0.854037, error 4.2e-06
direct solve, z step 0.0010: eta_s = 0.854034, error 1.4e-06
source ~ n_e: eta_s 0.8539, flux 0.3444, edge x/L0 0.4044
uniform source: eta_s 0.8539, flux 0.3442, edge x/L0 0.3442
source 1+10(x/L0)^2: eta_s 0.8515, flux 0.3440, edge x/L0 0.2748
space march step = 2.0e-04 L0
INPUT Te = 6.0 eV, n0 = 1.0e+11 cm^-3, half-width = 4.0 cm
INPUT pressure = 0.50 mTorr, gas temperature = 300 K
INPUT ion mass = 39.948 u, charge-exchange area = 5.0e-15 cm^2
Bohm speed c_s = 3.807 km/s
Debye length = 57.58 um; length unit L0 = 9.887 cm
presheath drop = 5.124 V
ion current density = 2.971 mA/cm^2
ionization frequency = 5.445e+04 1/s
gas density = 1.609e+13 cm^-3
required ionization rate coefficient = 3.38e-09 cm^3/s
floating wall: eta_w = 5.3982, drop from midplane = 32.39 V
drop from sheath edge to wall = 27.27 V
mean wall impact energy = 31.51 eV
impact energy range = 27.27 to 32.39 eV
Poisson, debye/L0 9.32e-03: eta(x_s) 0.693, wall eta 5.336, wall x/L0 0.5003
Poisson, debye/L0 2.33e-03: eta(x_s) 0.763, wall eta 5.377, wall x/L0 0.4353
Poisson, debye/L0 5.82e-04: eta(x_s) 0.803, wall eta 5.391, wall x/L0 0.4141
change of eta(x_s) on halving the Poisson step = 0.0004
eta at x_s/2: Poisson 0.10879, quasineutral 0.10879
plasma edge to wall = 0.94 mm = 16.3 Debye lengths
ion mean free path = 12.43 cm; half-width/path = 0.322
with charge exchange: eta_s = 0.9243 (potential grid), 0.9233 (space march)
charge-exchange shift of drop = +0.421 V
edge position with charge exchange = 0.3845 L0
gas temperature / Te = 0.00431
electron density missing at edge through tail loss = 0.129 %
\end{verbatim}
